# The K0 energy tail of electrons heated by a dc field

## A walk on an energy ladder

An electron in a gas gains energy when it moves along the electric force and gives it back when it moves against it. If collisions randomize its direction, its energy performs a random walk. Above the threshold of an inelastic process, each collision also carries a small risk \(r\) that the electron loses a large energy and drops out of the high-energy population.

In the simplest version the energy changes by \(+\delta\) or \(-\delta\) between collisions, with equal probability. Let \(\Phi_j\) be the number of collisions per unit time on rung \(j\) of this ladder. Electrons reach the rung from its two neighbours, provided they survived the collision there:
\[
\Phi_j=\frac{1-r}{2}\left(\Phi_{j-1}+\Phi_{j+1}\right).
\]
The trial solution \(\Phi_j=e^{-\kappa\delta j}\) gives \(1=(1-r)\cosh\kappa\delta\). For small \(r\), \(\cosh\kappa\delta\approx1+(\kappa\delta)^2/2\) and \(1/(1-r)\approx1+r\), so
\[
\kappa=\frac{\sqrt{2r}}{\delta}.
\]

A real flight supplies \(\delta^2\). Let \(\lambda\) be the mean free path, \(eE\) the force and \(\mu\) the cosine between the velocity and the force. To first order in the field, a flight of length \(s\) changes the energy by \(eE\mu s\). For random directions \(\langle\mu^2\rangle=1/3\), and for exponentially distributed flights \(\langle s^2\rangle=2\lambda^2\). Hence \(\delta^2=2(eE\lambda)^2/3\) and
\[
\kappa=\frac{\sqrt{3r}}{eE\lambda}.
\]

This is already the decay constant of the tail. The ladder treats all energies alike, however, and so misses a slow drift that turns the exponential into a Bessel function.

## The model and the result

The field \(E\) is uniform and steady, \(e\) is positive, and the gas has density \(N\). Kinetic energy \(\varepsilon\) is measured from zero, not from the threshold \(\varepsilon_1\). Above \(\varepsilon_1\) the cross sections are constant and scattering is isotropic. Here \(\sigma_m\) is the total momentum-transfer cross section, including the inelastic part \(\sigma_{\rm inel}\), so that
\[
\lambda=\frac1{N\sigma_m},\qquad r=\frac{\sigma_{\rm inel}}{\sigma_m}\ll1 .
\]
Recoil of the atoms is neglected. An inelastic collision removes an electron from the tail, and no electron returns to the tail from higher energy.

Let \(F(\varepsilon)\) be the velocity-space density averaged over direction. Since \(v^2dv\propto\sqrt\varepsilon\,d\varepsilon\), the number of electrons per unit energy is proportional to \(\sqrt\varepsilon F\). The result, to leading order in \(r\), is
\[
F(\varepsilon)=F(\varepsilon_1)\frac{K_0(k\varepsilon)}{K_0(k\varepsilon_1)},\qquad
k=\frac{N\sqrt{3\sigma_m\sigma_{\rm inel}}}{eE},\qquad \varepsilon>\varepsilon_1 .
\]
It is \(F\), not \(\sqrt\varepsilon F\), that follows \(K_0\).

## First derivation: the kinetic equation

In a steady uniform plasma, acceleration balances collisions:
\[
\frac{eE}{m}\frac{\partial f}{\partial v_z}
=-N\sigma_m v f+N(\sigma_m-\sigma_{\rm inel})v\langle f\rangle .
\]
The \(z\) axis lies along the force, and \(\langle f\rangle\) is the average over \(\mu\). The first term on the right removes electrons from a given direction. The second returns the elastically scattered ones at the same speed, in random directions.

To change variables, use \(\varepsilon=mv^2/2\) and \(\mu=v_z/v\):
\[
\frac{\partial\varepsilon}{\partial v_z}=mv\mu,\qquad
\frac{\partial\mu}{\partial v_z}=\frac1v-\frac{v_z^2}{v^3}=\frac{1-\mu^2}{v}.
\]
Dividing the kinetic equation by \(v\), with \(mv^2=2\varepsilon\), gives
\[
eE\left[\mu\frac{\partial f}{\partial\varepsilon}
+\frac{1-\mu^2}{2\varepsilon}\frac{\partial f}{\partial\mu}\right]
=-N\sigma_m f+N(\sigma_m-\sigma_{\rm inel})\langle f\rangle .
\]

When collisions randomize directions much faster than they remove electrons, \(f\) is nearly isotropic. Keep one directional correction, \(f=F(\varepsilon)+\mu f_1(\varepsilon)\). The bracket becomes
\[
\mu F'+\mu^2f_1'+\frac{1-\mu^2}{2\varepsilon}f_1 .
\]
Average the equation over \(\mu\). The odd term vanishes, \(\langle\mu^2\rangle=1/3\) and \(\langle1-\mu^2\rangle=2/3\), so
\[
\frac{eE}{3}\left(f_1'+\frac{f_1}{\varepsilon}\right)
=\frac{eE}{3\varepsilon}\frac{d(\varepsilon f_1)}{d\varepsilon}
=-N\sigma_{\rm inel}F .
\]
Next multiply by \(\mu\) and average. Only \(\mu F'\) survives on the left and \(\mu f_1\) on the right:
\[
\frac{eE}{3}F'=-\frac{N\sigma_m}{3}f_1
\quad\Longrightarrow\quad
f_1=-\frac{eE}{N\sigma_m}F' .
\]
Because \(F\) falls with energy, \(f_1\) is positive: more electrons move along the force than against it. Substitution into the first balance gives
\[
-\frac{(eE)^2}{3N\sigma_m\varepsilon}\frac{d}{d\varepsilon}(\varepsilon F')
=-N\sigma_{\rm inel}F ,
\]
or
\[
\frac{d}{d\varepsilon}\left(\varepsilon\frac{dF}{d\varepsilon}\right)=k^2\varepsilon F,
\qquad k^2=\frac{3N^2\sigma_m\sigma_{\rm inel}}{(eE)^2}. \tag{1}
\]

## Solving the tail equation

With \(x=k\varepsilon\), equation (1) is \(F_{xx}+F_x/x-F=0\). One solution is
\[
K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt .
\]
To verify this, differentiate under the integral and use \(\cosh^2t-1=\sinh^2t\):
\[
K_0''+\frac{K_0'}x-K_0
=\int_0^\infty\left(\sinh^2t-\frac{\cosh t}{x}\right)e^{-x\cosh t}dt
=-\frac1x\left[\sinh t\,e^{-x\cosh t}\right]_0^\infty=0 .
\]
A second solution is \(I_0(x)=\pi^{-1}\int_0^\pi e^{x\cos\theta}d\theta\). The same substitution produces the boundary term \(x^{-1}[\sin\theta\,e^{x\cos\theta}]_0^\pi\), which also vanishes. \(I_0\) grows at large \(x\) while \(K_0\) decays, so the two are independent and span all solutions. A tail that vanishes at high energy contains no \(I_0\). This proves the stated form.

For large \(x\), put \(w=\cosh t-1\), so that \(dt=dw/\sqrt{w(2+w)}\). Expanding \((1+w/2)^{-1/2}\approx1-w/4\) gives
\[
K_0(x)\approx\frac{e^{-x}}{\sqrt2}\int_0^\infty e^{-xw}w^{-1/2}\left(1-\frac w4\right)dw
=\sqrt{\frac{\pi}{2x}}\,e^{-x}\left(1-\frac1{8x}\right).
\]
The ladder's exponential is recovered, with an extra factor \(\varepsilon^{-1/2}\) in \(F\). The ladder described the collision rate, which is proportional to \(\varepsilon F\) (speed times number per unit energy); there the extra factor is \(\varepsilon^{1/2}\). Defining \(K_1=-K_0'\), the local tail temperature in energy units is
\[
T_{\rm tail}=-\left(\frac{d\ln F}{d\varepsilon}\right)^{-1}=\frac{K_0(k\varepsilon)}{k\,K_1(k\varepsilon)} ,
\]
which rises slowly towards \(1/k\).

## Second derivation: counting flights

This route uses no expansion of \(f\) in direction. It follows one electron from collision to collision and finds the mean and mean-square energy change per flight.

An electron leaves a collision with speed \(v\) and cosine \(\mu\). After time \(t\) its displacement along the force is \(z=\mu vt+eEt^2/(2m)\), and its energy has changed by \(\Delta=eEz\). Collisions occur with constant probability per unit path length, not per unit time, so \(t\) must be expressed through the path length \(s\). To first order in the field,
\[
s=vt+\frac{eE\mu}{2m}t^2
\quad\Longrightarrow\quad
t=\frac sv-\frac{eE\mu s^2}{2mv^3}.
\]
This accuracy suffices, because \(\Delta\) already carries one factor of \(eE\). Then
\[
\Delta=eE\mu s-\frac{(eE)^2\mu^2s^2}{2mv^2}+\frac{(eE)^2s^2}{2mv^2}
=eE\mu s+\frac{(eE)^2s^2(1-\mu^2)}{4\varepsilon}.
\]
Write \(q=eE\lambda\) for the energy gained along one mean free path parallel to the force. With \(\langle s^2\rangle=2\lambda^2\),
\[
\langle\Delta\rangle=\frac{q^2}{3\varepsilon},\qquad
\langle\Delta^2\rangle=\frac{2q^2}{3}
\]
to second order in \(q\). The mean gain is positive because the force bends sideways flights towards itself. It shrinks with energy because faster electrons are bent less. This is the drift missing from the ladder.

Let \(\Phi(\varepsilon)d\varepsilon\) be the collision rate in an energy interval. For any smooth function \(g\) that vanishes outside a stretch of the tail, steady state requires
\[
\int\Phi g\,d\varepsilon=(1-r)\int\Phi\,\langle g(\varepsilon+\Delta)\rangle\,d\varepsilon ,
\]
since every collision there follows a flight begun by a survivor. Expand \(g\) to second order in \(\Delta\) and drop products of \(r\) with the small step terms:
\[
r\int\Phi g\,d\varepsilon=\int\Phi\left(\frac{q^2}{3\varepsilon}g'+\frac{q^2}{3}g''\right)d\varepsilon .
\]
Integrate by parts, once for \(g'\) and twice for \(g''\). Since \(g\) is arbitrary,
\[
r\Phi=\frac{q^2}{3}\left[\Phi''-\left(\frac{\Phi}{\varepsilon}\right)'\right].
\]
The collision rate per electron is \(N\sigma_mv\propto\sqrt\varepsilon\), and the number per unit energy is proportional to \(\sqrt\varepsilon F\). Thus \(\Phi\propto\varepsilon F\), with \(\Phi''=2F'+\varepsilon F''\) and \((\Phi/\varepsilon)'=F'\) up to the common constant. The equation becomes
\[
\varepsilon F''+F'=\frac{3r}{q^2}\,\varepsilon F .
\]
The left side is \((\varepsilon F')'\), and
\[
\frac{3r}{q^2}=\frac{3\sigma_{\rm inel}}{\sigma_m}\,\frac{N^2\sigma_m^2}{(eE)^2}=k^2 .
\]
This is equation (1), with the same decaying solution.

## What each derivation assumes

The first derivation truncates the angular dependence. The second truncates an expansion in the energy step. Where \(k\varepsilon\gtrsim1\), both rest on the same small number: the step divided by the tail width is \(kq=\sqrt{3r}\), and the anisotropy is
\[
\frac{f_1}{F}=\sqrt{\frac{3\sigma_{\rm inel}}{\sigma_m}}\;\frac{K_1(k\varepsilon)}{K_0(k\varepsilon)} .
\]

For \(k\varepsilon\ll1\), \(K_1\approx1/(k\varepsilon)\) and the anisotropy becomes \(q/[\varepsilon K_0(k\varepsilon)]\). Small \(r\) is then not enough, and both derivations also need \(q\ll\varepsilon_1\).

They differ in how easily they generalize. If elastic scattering favours some angles, successive flights are correlated and the averages above no longer suffice. In the kinetic equation, averaging over azimuth turns \(\mu\) into \(\mu\cos\theta\) for a deflection \(\theta\). The elastic decay of \(f_1\) is then governed by \(\sigma_{\rm el}(1-\langle\cos\theta\rangle)\), the momentum-transfer cross section, and the two-term equations keep their form. The flight argument, in return, shows where the factor 3 and the drift come from.

At high energy the angular truncation can be removed. There the term with \(1/(2\varepsilon)\) is negligible, and \(f=e^{-\kappa\varepsilon}g(\mu)\) gives, with \(s=\kappa q\) now a scaled decay rate,
\[
g(\mu)=\frac{(1-r)\langle g\rangle}{1-s\mu}
\quad\Longrightarrow\quad
\frac{\operatorname{artanh}s}{s}=\frac1{1-r}.
\]
Expanding both sides, \(s^2/3+s^4/5=r+r^2\). Put \(s^2=3r(1+ar)\); the terms in \(r^2\) give \(a+9/5=1\), so \(a=-4/5\) and
\[
\kappa\approx k\left(1-\tfrac25r\right).
\]

A Monte Carlo calculation tested the result without either truncation. It followed 200000 electrons with \(r=0.020\), started at \(8q\), and recorded collisions above \(12q\). The mean excess energy of these collisions, multiplied by \(k\), was 1.12. The \(K_0\) law also predicts 1.12, and a plain exponential \(F\) predicts 1.25. Agreement much closer than a percent would be accidental, because the \(K_0\) law itself neglects corrections of order \(r\). The mean direction cosine was 0.0929 against the two-term value 0.0917. The kinetic equation with the angular expansion carried to convergence gives 1.133 for the excess energy and 0.0925 for the cosine, each 0.9 percent above the two-term value. The sampling errors are about 0.5 and 0.4 percent.

## Joining the tail to the body

The tail formula leaves \(F(\varepsilon_1)\) free. Suppose each inelastic collision costs \(\varepsilon_1\). Electrons from just above threshold then return near zero energy. Between these returned electrons and \(\varepsilon_1\) there is neither source nor loss, so \(\varepsilon F'\) is constant. The upward flow must be continuous at threshold, hence
\[
\varepsilon F'=-k\varepsilon_1\frac{K_1(k\varepsilon_1)}{K_0(k\varepsilon_1)}F(\varepsilon_1).
\]
Integrating from \(\varepsilon\) to \(\varepsilon_1\), with the constant cross section \(\sigma_m\) extended below threshold,
\[
F(\varepsilon)=F(\varepsilon_1)\left[1+k\varepsilon_1\frac{K_1(k\varepsilon_1)}{K_0(k\varepsilon_1)}\ln\frac{\varepsilon_1}{\varepsilon}\right]. \tag{2}
\]

Equation (2) holds only for \(\varepsilon\) above a few times \(1/k\), the range over which the returned electrons are spread. Its divergence at zero energy is spurious. For the argon values below it is 1 percent too high at 2 eV and 14 percent too high at 0.5 eV, and the true ratio levels off near 54.

Returned electrons also enter the tail, from energies above \(2\varepsilon_1\). At threshold their rate relative to the loss is \(2K_0(2k\varepsilon_1)/K_0(k\varepsilon_1)\), of order \(e^{-k\varepsilon_1}\). Neglecting them therefore requires \(k\varepsilon_1\gg1\). At fixed cross sections \(k\) varies as \(N/E\), so a strong enough reduced field \(E/N\) violates this condition.

Integrating (1) from \(a\) to infinity gives the inelastic collision rate above energy \(a\), up to a common factor:
\[
\int_a^\infty\varepsilon K_0(k\varepsilon)\,d\varepsilon=\frac{a\,K_1(ka)}{k}.
\]

## An argon column

Take argon at 1.0 Torr and 300 K in a field of 5.0 V/cm. Near threshold use the rough values \(\sigma_m=1.5\times10^{-15}\) cm², \(\sigma_{\rm inel}=1.0\times10^{-17}\) cm² and \(\varepsilon_1=11.5\) eV. The gas density is \(3.22\times10^{16}\) cm⁻³ and the reduced field is 15.5 Td. Then
\[
q=\frac{5.0}{(3.22\times10^{16})(1.5\times10^{-15})}\ \text{eV}=0.104\ \text{eV},
\]
\[
k=\frac{\sqrt{3\times0.00667}}{0.1036\ \text{eV}}=1.37\ \text{eV}^{-1},\qquad \frac1k=0.73\ \text{eV}.
\]
The local tail temperature at threshold is 0.71 eV. The anisotropy there is 0.146, and for isotropic scattering the full angular equation lowers the high-energy decay rate by 0.27 percent. Since \(k\varepsilon_1=15.7\), returned electrons amount to \(2\times10^{-7}\) of the loss at threshold.

Three electronvolts above threshold \(F\) has fallen to 0.0148 of its threshold value. The exponential alone gives \(e^{-4.10}=0.0166\), and the factor \(\sqrt{11.5/14.5}=0.89\) accounts for the difference. A numerical solution of the two-term equation over all energies, with returned electrons included, was compared with \(K_0\) at 1, 3 and 5 eV above threshold and agreed within 0.04 percent. This does not test the angular truncation. With the angular expansion carried to convergence the three ratios lie 0.08, 0.8 and 1.6 percent above \(K_0\), so the 3 eV value becomes 0.0150. At 5.75 eV equation (2) gives \(1+15.7\times1.031\times\ln2=12.2\), as does the numerical solution. Above a rough ionization energy of 15.8 eV lie 0.33 percent of the inelastic collisions. This share belongs to the constant cross section only; the linear ramps of the next section give 0.06, 0.24 and 1.6 percent for widths of 1.0, 1.5 and 3.0 eV.

## What a real column changes

These conditions resemble a low-pressure positive column, but the cross sections are simplified. Argon's momentum-transfer cross section varies strongly at low energy, so equation (2) is not a prediction for the body in argon. Its inelastic cross section rises from threshold instead of jumping to a constant. Replacing the jump by a linear rise that reaches \(\sigma_{\rm inel}\) after 1.5 eV and continues upward multiplies the 3 eV tail ratio by 0.74, with gas and field held fixed. This factor depends strongly on the assumed slope (0.30 if \(\sigma_{\rm inel}\) is reached after 1.0 eV, 2.4 if after 3.0 eV) and on energy (1.37 at 1 eV and 0.12 at 5 eV above threshold for the 1.5 eV ramp). In the constant model the size of \(\sigma_{\rm inel}\) is just as critical: doubling it raises \(k\) by \(\sqrt2\) and multiplies the 3 eV ratio by 0.18.

**Recoil.** An elastic collision costs on average \(2(m/M)\varepsilon\), where \(M\) is the atomic mass. Adding this loss to the drift changes (1) to
\[
(\varepsilon F')'+h(\varepsilon^2F)'=k^2\varepsilon F,\qquad h=\frac{6m}{Mq^2}.
\]
Substituting \(F=e^{-h\varepsilon^2/4}G\) gives
\[
G''+\frac{G'}{\varepsilon}=\left(k^2-h+\frac{h^2\varepsilon^2}{4}\right)G .
\]
Here \(h=0.0077\) eV⁻², so both corrections to \(k^2\) are small near threshold. The main effect on the 3 eV ratio is the factor \(e^{-h(14.5^2-11.5^2)/4}=0.86\); the numerical solution gives 0.87. Recoil also steepens the model body: at 5.75 eV the ratio 12.2 becomes 14.1.

**Walls.** The tail relaxes over a length \(1/\sqrt{3N^2\sigma_m\sigma_{\rm inel}}=0.146\) cm. In a column of radius 1.0 cm with an absorbing wall and no radial potential, the lowest radial diffusion mode adds a loss. It increases \(k^2\) by the fraction \((2.405\times0.146/1.0)^2=0.12\), and \(k\) by 6 percent. Over 3 eV this lowers the tail by a further factor of about \(e^{-0.25}=0.78\). This shows only the scale of the effect. Without a radial potential the model would lose electrons to the wall more than a thousand times faster than collisions above 15.8 eV could replace them. A real column builds a confining potential that traps most electrons, and the wall loss then depends on that potential. Its radial field also breaks the assumption of a uniform field and acts on the tail directly. In a two-term model with a reflecting wall and a potential adjusted to give a density proportional to \(J_0(2.2\rho)\), where \(\rho\) is the distance from the axis divided by the column radius, the radial field at half the radius is about 4.5 V/cm. The 3 eV ratio is then roughly doubled from the axis out to three quarters of the radius. This effect is opposite in sign to the wall loss above and larger, so the factor 0.78 is not the net radial correction.

**Other electrons and excited atoms.** At an assumed electron density of \(10^{10}\) cm⁻³ and a Coulomb logarithm of 10, drag on the other electrons is about 0.5 percent of the heating term. The same collisions also diffuse energy. Because the model body (mean energy about 4.5 eV) is much hotter than the tail, this term is about four times the drag, about 2 percent of the heating term, and has the opposite sign. Together the two terms raise the 3 eV tail ratio by about 3 percent. Metastable atoms can return their energy to slow electrons and lift them into the tail. For an assumed metastable fraction of \(10^{-5}\) and a ground-to-metastable weight ratio of 0.20, this source is about 3 percent of the loss at 5 eV above threshold. That estimate uses the model distribution without recoil (with recoil it is about 5 percent) and assigns all inelastic collisions to these metastables. The source draws on the populous body while the tail keeps falling, so it gains importance further out, and there the \(K_0\) law eventually fails.

The remaining values are listed in the numerical output.

## Table of computed values

```
Gas pressure: 1.0 Torr
Gas temperature: 300 K
Gas density: 3.2188e+16 cm^-3
Field: 5.0 V/cm
Reduced field: 15.53 Td
Momentum-transfer cross section: 1.50e-15 cm^2
Inelastic cross section: 1.00e-17 cm^2
Cross-section ratio inelastic/total: 0.00667
Threshold energy: 11.5 eV
Energy gained along one mean free path: 0.1036 eV
Tail constant k: 1.3656 eV^-1
Inverse tail constant 1/k: 0.7323 eV
k times threshold: 15.705
K1/K0 at threshold: 1.03136
Local tail temperature at threshold: 0.7100 eV
Leading asymptotic form, relative error: 0.00775
F ratio 1 eV above threshold: numerical 2.44961e-01, K0 2.44944e-01
F ratio 3 eV above threshold: numerical 1.48308e-02, K0 1.48279e-02
F ratio 5 eV above threshold: numerical 9.06374e-04, K0 9.06072e-04
Body test energy: 5.75 eV
Body F/F(threshold), numerical: 12.2264
Body F/F(threshold), logarithmic formula: 12.2271
Model electron fraction above threshold: 8.1994e-03
Rough ionization energy: 15.8 eV
Share of inelastic collisions above it: 3.2811e-03
Anisotropy f1/F at threshold: 0.1459
Full angular correction to k: -0.2670 percent
Recoil coefficient h: 7.6827e-03 eV^-2
Recoil factor on 3 eV tail ratio, numerical: 0.8656
Recoil factor on 3 eV tail ratio, estimate: 0.8609
Rising cross section reaches constant value after: 1.5 eV
3 eV tail ratio with rising cross section: 1.09347e-02
Rising/constant tail-ratio factor: 0.7373
Return/loss ratio at threshold: 2.146e-07
Tail relaxation length: 0.1465 cm
Column radius: 1.0 cm
Wall diffusion, relative increase of k squared: 0.1241
Wall diffusion, increase of k: 6.02 percent
Assumed electron density: 1.0e+10 cm^-3
Assumed Coulomb logarithm: 10
Coulomb drag relative to heating: 0.00481
Assumed metastable fraction: 1.0e-05
Assumed ground/metastable weight ratio: 0.20
Superelastic/loss ratio 5 eV above threshold: 3.1970e-02
Monte Carlo electrons: 200000
Monte Carlo inelastic/total ratio: 0.020
Monte Carlo start, cut: 8, 12 path energies
Monte Carlo k times mean excess energy: 1.1227
K0 prediction for that mean: 1.1230
Plain exponential prediction: 1.2538
Monte Carlo mean direction cosine: 0.09287
Two-term prediction for that cosine: 0.09169
```
